The Double Grid for Ultrasoft Pseudopotentials: Exact Projection and Augmentation Integrals, part 2

Density and effective potential live on a dense grid; smooth ultrasoft orbitals are multiplied by the potential on a coarse one. Which nonlocal strengths D_ij match the dense-grid energy?

The cell has volume Ω, lattice vectors a_i and reciprocal vectors b_i. Periodic functions obey

F(r) = Σ_G F_G exp(iG·r),  F_G = (1/Ω) ∫ F(r) exp(−iG·r) d³r.   (2)

An orbital is ψ = Ω^(−1/2) exp(ik·r) u(r), where u has coefficients c_G for G in B, the set with |k+G| ≤ G_max. The real potential V has dense-grid coefficients V_G; W is V with all |G| > 2G_max removed. Lemma 2: for every G in B,

⟨k+G|V|ψ⟩ = Σ_(G'∈B) V_(G−G') c_G' = Σ_(G'∈B) W_(G−G') c_G' = ⟨k+G|W|ψ⟩.   (7)

The coarse grid has N points r_s, N_i along a_i. It gives this projection exactly from W if N_i ≥ 2M_i+1, with

M_i = floor(2G_max|a_i|/(2π)).   (9)

On a grid, coefficients fold:

(1/N) Σ_s exp(−iG·r_s) F(r_s) = Σ_K F_(G+K),   (8)

where K runs over L_1N_1b_1 + L_2N_2b_2 + L_3N_3b_3 with integers L_i. Sampling V there gives

V^sampled_G = V_G + Σ_(K≠0) V_(G+K).   (12)

Shifting potential and orbital rigidly by t multiplies the alias terms in the energy by exp(−iK·t).

With projectors β_i, p_i = ⟨β_i|ψ⟩ and augmentation functions Q_ij = Q*_ji, an orbital holding f electrons has density and normalization

n(r) = f [ |ψ(r)|² + Σ_ij p*_i Q_ij(r) p_j ],   (13)

⟨ψ|S|ψ⟩ = 1,  S = 1 + Σ_ij |β_i⟩ q_ij ⟨β_j|,  q_ij = ∫ Q_ij d³r.   (14)

For functions A and F on the dense grid of P points r_j,

(1/P) Σ_j A*(r_j) F(r_j) = Σ_G A*_G F_G.   (15)

The computed energy is

E = f Σ_(G∈B) [ħ²|k+G|²/(2m_e)] |c_G|² + f Σ_ij p*_i D⁰_ij p_j + U,   (16)

with D⁰ fixed and Hermitian. U depends on the orbital only through n(r_j) and defines V by

δU = (Ω/P) Σ_j V(r_j) δn(r_j).   (17)

Example: cubic cell of side 0.375 nm, cutoff 300 eV; G_max = 5.296 and k = (0.25, 0.10, 0) in units of 2π/side; 21 coarse points per side.

### Theorem 2: the double-grid Hamiltonian is the gradient of the dense-grid energy

**Theorem.** For every variation δψ within the basis,

δE = 2f Re ⟨δψ|H|ψ⟩,  H = −ħ²∇²/(2m_e) + W + Σ_ij |β_i⟩ D_ij ⟨β_j|,   (18)

D_ij = D⁰_ij + (Ω/P) Σ_j' V(r_j') Q_ij(r_j') = D⁰_ij + Ω Σ_G V*_G Q_ij,G,   (19)

where j' labels dense-grid points and the last sum runs over all coefficients of the dense grid.

**Proof.** The first two terms of (16) are Hermitian quadratic forms. With δp_i = ⟨β_i|δψ⟩ their variation is

2f Re { Σ_(G∈B) δc*_G [ħ²|k+G|²/(2m_e)] c_G + Σ_ij δp*_i D⁰_ij p_j }.   (20)

To first order the density changes by

δn = 2f Re { δψ* ψ + Σ_ij δp*_i Q_ij p_j },

where the Hermitian symmetry of Q_ij was used to combine the terms with δp and δp*. Insert this into (17). Since V is real, it can be moved inside the real part:

δU = 2f Re { (Ω/P) Σ_j' V δψ*ψ + Σ_ij δp*_i [(Ω/P) Σ_j' V Q_ij] p_j }.   (21)

The square bracket is the integral in (19). Equation (15) with A = V turns it into the Fourier sum.

In the first term, δψ*ψ = δu*u/Ω, so Ω cancels and leaves (1/P) Σ_j' V δu*u. The product δu*u has the coefficient Σ_G δc*_G c_(G+G'') at G''. Since V is real, (15) gives

(1/P) Σ_j' V δu*u = Σ_G'' V*_G'' Σ_G δc*_G c_(G+G'').

Write G' = G+G''. Reality of V means V*_G'' = V_(−G''), and −G'' = G−G'. The result is

Σ_(G∈B) δc*_G Σ_(G'∈B) V_(G−G') c_G' = ⟨δψ|V|ψ⟩ = ⟨δψ|W|ψ⟩,

the last step by Lemma 2. Adding (20) and (21) gives (18). ∎

With several orbitals the density is a sum of terms (13), and the same H results for each orbital with its own k.

**Consequence.** For a single orbital, make E − fε⟨ψ|S|ψ⟩ stationary, with ε a real multiplier for the constraint (14). Then Re ⟨δψ|H−εS|ψ⟩ = 0 for every δψ. Replacing δψ by iδψ shows that the imaginary part vanishes too, so Hψ = εSψ within the basis.

Theorem 2 explains why the two different treatments of one potential are consistent. The orbital part of the density reaches the dense grid by zero-padding. Its pairing with V involves only the coefficients that zero-padding fills, which is the same as truncating V. The augmentation part is built on the dense grid directly, so its pairing with V involves all coefficients.

### Corollary: what is lost if D_ij uses the truncated potential

Replacing V by W in (19) gives

D^trunc_ij − D_ij = −Ω Σ_(|G|>2G_max) V*_G Q_ij,G.   (22)

This vanishes if V or Q_ij has no components beyond 2G_max. The need for the dense grid is therefore conditional: both factors must have appreciable weight there. Two limits are immediate. If Q_ij = 0, then D_ij = D⁰_ij on any grid. If V is a constant V_0, then D_ij = D⁰_ij + V_0 q_ij, and the component G = 0 suffices.

The electron count cannot reveal the error. By (2), the number of electrons is Ωn_0, which involves only the components Q_ij,0. An augmentation charge stripped of everything beyond 2G_max still integrates correctly.

Nor does it help to evaluate (19) on the coarse grid with W and sampled values of Q_ij. The folding rule (8) then gives Ω Σ_G W*_G Σ_K Q_ij,G+K. The lost terms are not recovered, and false ones are added. The false terms can offset the loss in one element by accident, but in the model below the matrix as a whole gets worse: the errors are about +0.06 eV for D_ss, +0.36 eV for D_pp and +0.15 eV for D_sp.

One could cut Q_ij itself at 2G_max, both in the density and in D_ij. Theorem 2 would still hold, with the cut Q_ij in all formulas, as long as U remains defined and differentiable at the resulting density values. This is not automatic: a sharp cut makes Q_ij oscillate, and in the model below the density then turns negative at some grid points, where the local exchange formula needs a separate prescription. The Hamiltonian would be the gradient of an energy, but of one with a blurred augmentation charge. Consistency and convergence are separate requirements.

### A model with explicit numbers

The model has round parameters and stands for no particular material. The cubic cell contains one centre at τ, an ion of charge number Z = 2 and two electrons in one orbital. With s the position relative to τ and s_z its z component, let

g(s) = q₀ (2πσ²)^(−3/2) exp[−s²/(2σ²)],  q₀ = 0.30,  σ = 0.012 nm,

Q_ss = g,  Q_sp = g s_z/σ,  Q_pp = g s_z²/σ².   (23)

The projectors are an s and a p_z function of width 0.030 nm. The Fourier coefficient of g is g_G = (q₀/Ω) exp(−σ²G²/2) exp(−iG·τ). A factor s_z under the integral is produced by applying i∂/∂G_z to the part that does not contain τ. The first application gives −iσ²G_z times the Gaussian. The second gives σ²(1−σ²G_z²) times it. After division by σ and σ²,

Q_sp,G = −iσG_z g_G,  Q_pp,G = (1−σ²G_z²) g_G.   (24)

At G = 0 these give q_ss = q_pp = q₀ and q_sp = 0. The ionic potential is

V_loc,G = −[Ze²/(ε₀ΩG²)] exp(−σ²G²/2) exp(−iG·τ),  G ≠ 0.   (25)

The functions in (24) and (25) are kept up to 4G_max. This requires 2 × floor(4 × 5.296) + 1 = 2 × 21 + 1 = 43 points per side, and 45 are used. The dense grid has 91125 points and the coarse grid 9261, a ratio of 9.84. The potential contains the ionic, Hartree and exchange terms, computed from a trial orbital. Correlation is left out, and no self-consistency is sought.

**Weight beyond 2G_max.** With G_max = 88.74 nm⁻¹,

σ × 2G_max = 0.012 × 177.47 ≈ 2.13,  exp(−2.13²/2) ≈ 0.10.

The coefficients of Q_ss have thus fallen only to a tenth of their G = 0 value where the orbital products end. Of the sum Σ_G|Q_ss,G|², a share of 0.029 lies beyond 2G_max. For Q_pp the share is 0.144, larger because of the growing factor σ²G_z² in (24).

**The strengths.** Both diagonal elements of D⁰ are 30 eV. The results are

D_ss = 6.089 eV with V,  6.192 eV with W;
D_pp = 11.684 eV with V,  11.602 eV with W.

The errors are +0.103 eV and −0.082 eV. By (22) they depend neither on D⁰ nor on a constant added to V, whereas D_ij itself depends on both. Only their absolute size is therefore meaningful. The off-diagonal D_sp is about 10⁻⁴ eV. It would vanish for a potential even about the centre, since Q_sp is odd; the trial density is not quite even.

The signs can be followed for the ionic part of V. In V*_loc,G Q_ss,G the phases containing τ cancel, and every term is negative. Dropping terms therefore raises D_ss. For Q_pp there is the extra factor 1−σ²G_z². In a cubic lattice each set of G related by symmetry has G_z² equal to G²/3 on average, so the averaged factor is 1−σ²G²/3. Beyond 2G_max, σ²G² exceeds 2.13² ≈ 4.5, and the factor is negative. Dropping these terms lowers D_pp. The printed totals, which include the Hartree and exchange parts, have the same signs.

**Convergence.** When V is cut at a larger radius, the errors relative to the dense-grid values are

2.0 G_max:  +0.103 eV for D_ss,  −0.082 eV for D_pp;
2.5 G_max:  +0.005 eV,  −0.009 eV;
3.0 G_max:  +0.0001 eV,  −0.0004 eV.

The rapid decrease reflects the Gaussian shape: the product of (25) and g_G contains exp(−σ²G²). A sharper augmentation function would require a larger radius. The orbital cutoff alone does not determine the dense grid. As an independent test, D_ij was also integrated in real space with the analytic functions (23). The largest difference is 2×10⁻⁵ eV.

**The energy gradient.** Theorem 2 was tested with a variation ψ + λδψ, where the coefficient vector of δψ has unit length. The derivative dE/dλ at λ = 0 is

53.2194 eV from finite differences of the dense-grid energy;
53.2194 eV from the double-grid H;
53.4949 eV if D_ij is computed from W.

The third value is off by 0.2756 eV. A minimization that used it would be following a slope that does not belong to the energy being computed.

**The lowest eigenvalue.** At fixed V, the lowest solution of Hψ = εSψ has ε = −3.387 eV. It was found from the explicit matrix V_(G−G'). When the coarse-grid H acts on the same eigenvector, the equation is satisfied with a residual norm of 5×10⁻¹³ eV.

Using W in D_ij shifts this eigenvalue by +19.3 meV. To first order such a shift follows from taking the scalar product of the perturbed equation with the unperturbed ψ. Since S does not change and ⟨ψ|S|ψ⟩ = 1,

δε ≈ Σ_ij p*_i (D^trunc_ij − D_ij) p_j.   (26)

The error in D_ij is thus weighted by the projections of the state. The lowest state has |p_s|² ≈ 0.188 and a negligible p_z projection (|p_p|² ≈ 10⁻⁸), so only the ss term counts: 0.188 × 0.103 eV ≈ 19.4 meV, close to the full shift.

Sampling V on the coarse grid, with D_ij correct, shifts the eigenvalue by −0.10 meV. This is much smaller in the present model. By (12), a coefficient with index m along one axis receives contributions from m ± 21. For |m| ≤ 10 the nearest of these has magnitude 21 − |m|, at least 11. It comes closest to the origin when |m| is near 10, that is, for pairs of plane waves at opposite ends of the basis. By the same first-order argument as for (26), the shift is Σ_(G∈B) Σ_(G'∈B) c*_G c_G' Σ_(K≠0) V_(G−G'+K), so each folded coefficient enters weighted by products of the coefficients of the state. The total weight attached to a difference G−G' is a Fourier coefficient of |u|², which is largest at G−G' = 0. Small |m| therefore carry the largest weights, and they receive the components of V with index near ±21, close to the radius 4G_max at which Q_ij and V_loc are cut (4 × 5.296 ≈ 21.2). The exchange part of V extends beyond that radius and contributes as well. The value −0.10 meV thus depends on how V behaves in this region, and it is not converged in the dense grid: it becomes −0.08 meV on 63 points per side with the same cut, and −0.04 meV on 75 points with no cut, while D_ss, D_pp, ε and the +19.3 meV shift keep the digits shown. Through the factor exp(−iK·t) of Part I it also depends on where the centre sits relative to the coarse grid; to first order it ranges between about −0.27 and +0.27 meV under rigid shifts. It belongs to this state, this potential and this position, and is not a general bound.

### What remains approximate

The coarse grid adds no error of its own to the local term. The dense grid does limit the accuracy, in two ways. It must hold the components of Q_ij, which decrease but do not end at a definite G. It must also represent the exchange potential, which contains n^(1/3). A fractional power of a finite Fourier series is in general not a finite Fourier series, so its sampled values carry aliases on any finite grid. Theorem 2 is unaffected, because it concerns the energy as computed on that grid. Whether this energy is close to its limit must be checked by enlarging the dense grid, with the orbital cutoff held fixed.

The orbital cutoff is a third, separate approximation. Raising it enlarges B, and the coarse grid must then be checked against (9): the sufficient size 2M_i+1 grows in steps, each time 2G_max|a_i|/(2π) passes an integer. The numerical check that accompanies this derivation tests the coarse-grid action, the integrals D_ij and the energy gradient, each by an independent calculation.

Table of computed values

```
cell side: 0.375 nm; orbital cutoff: 300 eV
k in units of 2 pi/side: [0.25 0.1  0.  ]
centre position (nm): [0.03 0.05 0.02]
Gaussian width of Q and of local ion: 0.012 nm
projector width: 0.030 nm
trial orbital width: 0.030 nm
augmentation norm q0: 0.30; ion charge number: 2
bare D0 (both channels): 30.0 eV
Gmax: 88.736 nm^-1; 2 pi/side: 16.755 nm^-1
Gmax/(2 pi/side): 5.2960
plane waves in basis: 632
coarse grid per side: 21; points: 9261
least dense grid per side for 4 Gmax: 43
dense grid per side: 45; points: 91125
dense/coarse point ratio: 9.84
electrons in cell: 2.0000000000
largest |psi|^2 component beyond 2 Gmax, relative: 8.5e-17
coarse-to-dense density error, relative: 1.0e-15
share of sum |Q_ss,G|^2 beyond 2 Gmax: 0.0288
share of sum |Q_pp,G|^2 beyond 2 Gmax: 0.1440
relative error of projected V psi (random orbital):
  V truncated at 2 Gmax, coarse grid: 2.7e-16
  V sampled, not truncated: 7.170e-04
  V truncated, 20 points per side: 5.663e-04
  V truncated at 1.0 Gmax: 7.284e-02
  V truncated at 1.5 Gmax: 1.504e-02
change of V psi on truncation, inside basis: 7.0e-17
change of V psi on truncation, all G: 0.0145
D_ss dense: 6.0889 eV; V cut at 2 Gmax: 6.1919 eV
D_sp dense: 0.0001 eV; V cut at 2 Gmax: 0.0002 eV
D_pp dense: 11.6840 eV; V cut at 2 Gmax: 11.6016 eV
largest D difference from real-space quadrature: 2.3e-05 eV
error of D_ss and D_pp against Fourier cutoff of V:
  2.0 Gmax: 0.10302 eV, -0.08245 eV
  2.5 Gmax: 0.00525 eV, -0.00869 eV
  3.0 Gmax: 0.00014 eV, -0.00038 eV
  3.5 Gmax: 0.00001 eV, -0.00004 eV
energy slope, finite difference: 53.21936 eV
energy slope, double-grid H: 53.21936 eV
energy slope, D from truncated V: 53.49493 eV
lowest eigenvalue, full V: -3.38714 eV
its residual with coarse-grid H: 5.2e-13 eV
shift if D uses truncated V: 19.257 meV
shift if local V is sampled: -0.103 meV
```
